Electron-transfer coupling in the hydrogen molecular ion at large separation

**Problem.** One electron moves in the field of two protons, a and b, clamped a distance R apart. Compute the splitting Δ = E_u − E_g between the lowest ungerade (odd) and gerade (even) states for R from 6 to 12 bohr. Extract the coupling V that transfers the electron between the protons. Then derive the leading form of V at large R and compare it with the computed values.

Hartree atomic units are used and the Hamiltonian is non-relativistic. The proton repulsion 1/R cancels in Δ. It is left out of H and of the electronic energy E, and is restored where total energies are quoted.

**A tempting solution**

At 6 bohr and beyond, the ion looks like a hydrogen atom beside a bare proton. It is natural to use the two 1s orbitals

a = π^(−1/2) e^(−r_a), b = π^(−1/2) e^(−r_b),

and to diagonalize H in a ± b. Since a solves the one-proton problem with energy −1/2,

⟨a|H|a⟩ = −1/2 − J, ⟨a|H|b⟩ = −S/2 − K,

where S = ⟨a|b⟩, J = ⟨a|1/r_b|a⟩ and K = ⟨a|1/r_a|b⟩.

For S and K take ξ = (r_a + r_b)/R and η = (r_a − r_b)/R, with volume element (R³/8)(ξ² − η²) dξ dη dφ. The product ab is e^(−Rξ)/π, and 1/r_a = 2/[R(ξ + η)]. Integrating over φ and η gives

S = (R³/2) ∫₁^∞ (ξ² − 1/3) e^(−Rξ) dξ = (1 + R + R²/3) e^(−R),

K = R² ∫₁^∞ ξ e^(−Rξ) dξ = (1 + R) e^(−R).

J is the potential of a spherical cloud of density e^(−2r)/π at distance R. The charge inside R acts from the centre, and each outer shell contributes its charge divided by its radius:

J = (1/R) ∫₀^R 4r² e^(−2r) dr + ∫_R^∞ 4r e^(−2r) dr = 1/R − (1 + 1/R) e^(−2R).

The two energies are −1/2 − (J ± K)/(1 ± S), so

Δ = (J + K)/(1 + S) − (J − K)/(1 − S) = 2(K − SJ)/(1 − S²).

At large R, SJ → (R/3 + 1 + 1/R) e^(−R), which leaves K − SJ → (2R/3 − 1/R) e^(−R). The conclusion would be

Δ → (4/3) R e^(−R), V = Δ/2 → (2/3) R e^(−R). (wrong prefactor)

**Where it fails**

The variational principle bounds each energy from above, but it does not bound their difference. The difference is exponentially small and depends on the faint part of the wave function between the protons. There the electron feels proton b strongly, and its orbital is no longer e^(−r_a).

The same 1s orbital can be put into a second expression for Δ, the midplane flux derived below, which is an identity for the true states. It then gives R e^(−R) instead of (4/3) R e^(−R). One orbital with two answers shows that its tail is inadequate. The cure is to solve for the states themselves, and to find the correct tail for the asymptotic law.

**The coupling**

Choose ψ_g and ψ_u real, normalized and both positive near a. Define

φ_a = (ψ_g + ψ_u)/√2, φ_b = (ψ_g − ψ_u)/√2.

Applying H and eliminating ψ_g and ψ_u gives

H φ_a = ½(E_g + E_u) φ_a − ½Δ φ_b.

The off-diagonal element is therefore H_ab = −Δ/2, and its size is V = Δ/2. An electron started in φ_a has amplitude ½[e^(−iE_g t) − e^(−iE_u t)] on φ_b, hence probability sin²(Δt/2). Transfer is complete at t = π/Δ.

**Solving for the two energies**

Put a at z = −R/2 and b at z = +R/2. Then z = Rξη/2, the distance from the axis is (R/2)√[(ξ² − 1)(1 − η²)], and the squared scale factors are

h_ξ² = (R²/4)(ξ² − η²)/(ξ² − 1), h_η² = (R²/4)(ξ² − η²)/(1 − η²).

For states independent of φ the Laplacian becomes

∇² = 4/[R²(ξ² − η²)] · [∂_ξ(ξ² − 1)∂_ξ + ∂_η(1 − η²)∂_η],

and 1/r_a + 1/r_b = 4ξ/[R(ξ² − η²)]. Multiply the Schrödinger equation by −R²(ξ² − η²)/2, set p² = −E R²/2, and write ψ = X(ξ)Y(η):

[(ξ² − 1)X′]′ + (2Rξ − p²ξ² + A) X = 0,

[(1 − η²)Y′]′ + (p²η² − A) Y = 0.

Both become tridiagonal matrices. Normalized Legendre functions N_l obey

η N_l = b_(l+1) N_(l+1) + b_l N_(l−1), b_l = l/√(4l² − 1).

The η operator thus has diagonal elements −l(l + 1) + p²(b_l² + b_(l+1)²) and couples l to l + 2 by p² b_(l+1) b_(l+2). Even l gives gerade states and odd l gives ungerade ones.

For ξ let x = 2p(ξ − 1) and u_n = e^(−x/2) L_n(x), with L_n the Laguerre polynomials. The operator becomes

d/dx (4px + x²) d/dx + 2R + Rx/p − p² − px − x²/4.

Laguerre's equation gives (x u_n′)′ = (x/4 − n − ½) u_n. The terms proportional to 4p, taken with −px, therefore yield −p(4n + 2). For the rest use (x² u_n′)′ = x(x u_n′)′ + x u_n′, together with

x u_n′ = −x u_n/2 + n(u_n − u_(n−1)),

x u_n = (2n + 1) u_n − (n + 1) u_(n+1) − n u_(n−1).

Collecting terms gives

diagonal: −p(4n + 2) + 2R − p² − (2n² + 2n + 1) + (R/p)(2n + 1),

element between n and n + 1: (n + 1)² − (R/p)(n + 1).

The two equations share A, so an eigenvalue of the ξ matrix and one of the η matrix must sum to zero. Every such sum rises with E, because the derivative of the combined operator with respect to E is (R²/2)(ξ² − η²), which is positive. The sum of the two largest eigenvalues reaches zero first, and its root is the lowest energy of that parity.

At 6 bohr the total energies are −0.51196905 and −0.49064389 hartree, so

Δ = −0.49064389 + 0.51196905 = 0.0213252 hartree, V = 0.0106626 hartree.

The same procedure gives, in hartree:

R (bohr) | Δ | V
6 | 2.1325e−2 | 1.0663e−2
7 | 9.3223e−3 | 4.6611e−3
8 | 3.9644e−3 | 1.9822e−3
9 | 1.6516e−3 | 8.2581e−4
10 | 6.7766e−4 | 3.3883e−4
11 | 2.7481e−4 | 1.3740e−4
12 | 1.1041e−4 | 5.5206e−5

A diagonalization in Gaussian functions on both protons, which makes no use of the separation, gives Δ = 2.1313e−2 hartree at 6 bohr and 1.1015e−4 at 12 bohr. These lie 0.06 % and 0.24 % below the table.

The two-orbital splitting is 0.893 of the true one at 6 bohr and 0.881 at 12 bohr. Its relative error is larger at 12 bohr than at 6 bohr.

**The splitting as a flux**

Integrate ψ_g Hψ_u − ψ_u Hψ_g over the half space z < 0. The potential terms cancel, and Green's theorem turns the kinetic terms into an integral over the midplane, whose outward normal is +z. Since ψ_u vanishes there,

Δ ∫_(z<0) ψ_g ψ_u dV = −½ ∫ ψ_g ∂_z ψ_u dS.

On the left, ψ_g ψ_u = ½(φ_a² − φ_b²). If P is the probability that φ_a extends beyond the midplane, the integral is ½(1 − 2P). On the midplane φ_b is the mirror image of φ_a, so ψ_g = √2 φ_a and ∂_z ψ_u = √2 ∂_z φ_a. Hence

Δ (1 − 2P) = −2 ∫ φ_a ∂_z φ_a dS.

Nothing has been approximated. Evaluated with the computed states, this reproduces the tabulated Δ at 6 and 12 bohr to the digits shown. The leakage P is 8.9e−3 at 6 bohr and 4.1e−5 at 12 bohr.

The bare 1s orbital can now be inserted. With r = r_a, the midplane has dS = 2πr dr and −∂_z a = a R/(2r), so with P neglected

Δ = 2 ∫_(R/2)^∞ (e^(−2r)/π)(R/2r) 2πr dr = R e^(−R).

At 12 bohr this is 0.668 of the true splitting.

**The correct tail**

Write φ_a = π^(−1/2) e^(−r) f. To first order, proton b lowers the energy by 1/R, apart from exponentially small terms. Its field at a is of order 1/R², so the polarization energy is of order 1/R⁴ and is dropped. The term ½Δφ_b is also dropped: up to the midplane φ_b does not exceed the order of φ_a, and Δ is exponentially small. With E = −1/2 − 1/R, and

∇²(e^(−r) f) = e^(−r)[f − 2f/r − 2∂_r f + ∇²f],

the Schrödinger equation becomes

∂_r f = (1/r_b − 1/R) f + ½∇²f.

The function f varies over distances of order R, so ∇²f is of order 1/R². Accumulated over a path R/2 it changes f by a relative amount of order 1/R, and at leading order it can be dropped. Near a the orbital is the free one, so f = 1 there, with corrections of order 1/R². On the axis r_b = R − r, and

ln f = ∫₀^r [1/(R − r′) − 1/R] dr′ = ln[R/(R − r)] − r/R.

At the midpoint f = 2e^(−1/2) = 1.2131. The attraction of b raises the amplitude by a factor that does not tend to one as R grows: the potential difference 1/r_b − 1/R falls as 1/R, but the path over which it acts lengthens in proportion to R.

On the midplane e^(−2r) ≈ e^(−R) e^(−2ρ²/R), where ρ is the distance from the axis. The electron crosses within ρ of order √R, where the angle θ at a, measured from the axis, is of order R^(−1/2). At leading order f keeps its midpoint value and −∂_z φ_a ≈ φ_a. The area integral is

∫_(R/2)^∞ e^(−2r) 2πr dr = (π/2)(R + 1) e^(−R) ≈ (πR/2) e^(−R).

Therefore

Δ ≈ 2 · (1/π) · (4/e) · (πR/2) e^(−R) = (4/e) R e^(−R),

V ≈ (2/e) R e^(−R).

This is the leading exchange formula. The two-orbital prefactor 4/3 is e/3 = 0.906 of the correct 4/e, so that treatment stays about 9 % low even at infinite separation.

**The first correction**

All terms of relative order 1/R are now kept. Let u = R − r and g = ln f without the ∇²f term. Off the axis r_b² ≈ u² + rRθ², so 1/r_b ≈ 1/u − rRθ²/(2u³). Since ∫₀^r r′/(R − r′)³ dr′ = r²/(2Ru²),

g = ln(R/u) − r/R − θ² r²/(4u²).

*Amplitude.* On the axis ∂_r g = r/(Ru) and ∂_r²g = 1/u², while the angular part of the Laplacian gives −1/u². Hence

∇²f/f = ∇²g + (∇g)² = 2/(Ru) + r²/(R²u²).

Half its integral from r = 0 to R/2 is

½ [(2/R) ln 2 + (1/R)(3/2 − 2 ln 2)] = 3/(4R).

The midpoint amplitude is thus 2e^(−1/2)[1 + 3/(4R)], and its square contributes +3/(2R). Extrapolating the computed states at 20 and 40 bohr gives 0.744 for the coefficient 3/4.

*Shape.* On the midplane r ≈ R/2 + Rθ²/4. The longer path changes g by (1/R)(Rθ²/4) = +θ²/4, and the explicit θ² term gives −θ²/4. They cancel, so f is flat to this order. At R = 40 bohr and tan²θ = 2/R, the computed f is 0.9996 of its value on the axis.

*Slope.* To this order −∂_z φ_a/φ_a = cos θ (1 − ∂_r g) ≈ 1 − θ²/2 − 1/R. The weight e^(−Rθ²/2) over the plane gives ⟨θ²⟩ = 2/R, so the slope contributes −2/R.

*Area.* The factor R + 1 contributes +1/R.

The sum is 3/2 − 2 + 1 = 1/2, and P adds only exponentially small terms:

Δ = (4/e) R e^(−R) [1 + 1/(2R) + O(1/R²)].

High-precision energies at 40, 60, 80 and 100 bohr, extrapolated in 1/R, give 1.000001 for the limit of Δ divided by the leading formula and 0.4998 for the 1/R coefficient. They also give about −3.1 for the 1/R² coefficient, a numerical estimate that is not derived here.

**Reading the comparison**

At 6 bohr the leading formula gives V = 1.0943e−2 hartree, and the ratio of computed to leading coupling is 1.0663/1.0943 = 0.974. Across the range:

R (bohr) | leading V (hartree) | computed/leading
6 | 1.0943e−2 | 0.974
7 | 4.6965e−3 | 0.992
8 | 1.9746e−3 | 1.004
9 | 8.1720e−4 | 1.011
10 | 3.3403e−4 | 1.014
11 | 1.3517e−4 | 1.017
12 | 5.4248e−5 | 1.018

The formula is within 3 % throughout, but this is not convergence. The ratio passes through one at 7.60 bohr and is still rising at 12 bohr; at 40 bohr it has come down to 1.0105. The two corrections have opposite signs. At 6 bohr they are +0.083 and about −0.086, and at 12 bohr +0.042 and about −0.022. Keeping the first without the second makes matters worse at both ends: the computed splitting is then 0.899 of the formula at 6 bohr and 0.977 at 12 bohr. Together the two nearly account for the ratio at 12 bohr, where they sum to about +0.020 and the computed deviation from one is +0.018. At 6 bohr they nearly cancel, leaving less than 0.005 in size, while the computed deviation is −0.026, so higher terms in 1/R matter there.

In practical units V is 290 meV at 6 bohr and 1.50 meV at 12 bohr. The transfer time π/Δ, with R held fixed, is 3.56 fs and 688 fs. As a test at 6 bohr, an electron started in the bare 1s orbital of one proton was propagated in the Gaussian basis. Its population in the other 1s orbital was 0.494 at half the transfer time and 0.990 at the full time. The third digit depends on the basis: a converged spheroidal expansion gives 0.495 and 0.989, a shift of about 0.001. These populations show that the two-state picture works well here. The next level lies 0.345 hartree above E_u, sixteen times Δ.

Where the coupling is weak and perturbation theory applies, transfer rates scale as V². Between 6 and 12 bohr V² falls with a mean decay constant of 1.754 per bohr. The leading formula gives 2 − (2 ln 2)/6 = 1.769, the logarithm coming from the prefactor R.

**What carries over to a real interface**

The ion shows how the coupling arises, but its numbers are not those of an electrode. A tail with binding energy I decays as e^(−√(2I) r), so V² falls roughly as e^(−2√(2I) R). Hydrogen has I = 0.5 hartree, hence 2 per bohr. A metal work function of roughly 4.5 eV, or 0.165 hartree, would give about 1.15 per bohr across vacuum if the barrier had constant height. The image attraction of the metal lowers the barrier near the surface and reduces this value, and a molecular layer or solvent changes the barrier again. The clamped protons are a further limit. A free proton at room temperature moves at roughly 2.7 km/s and covers nearly 2 nm in 688 fs, about three times the 12 bohr separation. The long transfer time therefore describes a held geometry. A rate at an interface also needs the motion of the nuclei and the solvent, which V does not contain.

The remaining digits are in the numerical output below.

Values computed for the example and the checks

```
R [bohr], total E_g and E_u [hartree]
   6  -0.51196905  -0.49064389
   7  -0.50559400  -0.49627171
   8  -0.50257039  -0.49860602
   9  -0.50119545  -0.49954383
  10  -0.50057873  -0.49990107
  11  -0.50029923  -0.50002442
  12  -0.50016831  -0.50005789
R [bohr], splitting, coupling V, leading V [hartree], V/leading
   6  2.13252e-02  1.06626e-02  1.09426e-02  0.9744
   7  9.32229e-03  4.66115e-03  4.69648e-03  0.9925
   8  3.96437e-03  1.98219e-03  1.97456e-03  1.0039
   9  1.65162e-03  8.25812e-04  8.17199e-04  1.0105
  10  6.77660e-04  3.38830e-04  3.34034e-04  1.0144
  11  2.74808e-04  1.37404e-04  1.35173e-04  1.0165
  12  1.10412e-04  5.52062e-05  5.42479e-05  1.0177
R [bohr], splitting in Gaussian basis [hartree]
   6  2.13131e-02
   9  1.64925e-03
  12  1.10146e-04
R [bohr], splitting from flux [hartree], leakage P, midpoint f
   6  2.13252e-02  8.913e-03  1.3026
  12  1.10412e-04  4.086e-05  1.2991
limit of midpoint f: 1.2131
1/R coefficient of midpoint f, extrapolated: 0.744
f off axis / f on axis, R = 40 bohr: 0.99962
unpolarised flux / true splitting, 12 bohr: 0.6678
splitting/leading at 40 and 100 bohr: 1.010500 1.004685
extrapolated limit of the ratio: 1.000001
extrapolated 1/R coefficient: 0.4998
estimated 1/R^2 coefficient: -3.1
separation where leading formula is met: 7.60 bohr
ratio with 1/(2R) included, 6 bohr: 0.8995
ratio with 1/(2R) included, 12 bohr: 0.9770
two-orbital / true splitting, 6 bohr: 0.8932
two-orbital / true splitting, 12 bohr: 0.8811
two-orbital / leading, limit e/3: 0.9061
1s population on far proton at pi/splitting, 6 bohr: 0.990
same at half that time: 0.494
gap from E_u to next level, 6 bohr: 0.345 hartree
coupling V at 6 bohr: 290.1 meV
transfer time at 6 bohr: 3.563 fs
coupling V at 12 bohr: 1.502 meV
transfer time at 12 bohr: 688.3 fs
mean decay constant of V^2, 6-12 bohr: 1.7545 per bohr
same from leading formula: 1.7690 per bohr
```
